# Phase-coherent transport need not be ballistic: one impurity in a single-mode wire

Consider a wire with one open transverse mode and a short-range impurity, described by the potential $g\,\delta(x)$. Since $\delta(x)$ is an inverse length, $g$ is an energy times a length. The electrons that carry a small current have mass $m$, wave number $k$ and velocity $v=\hbar k/m$. From $\hbar$, $m$, $k$ and $g$ one independent dimensionless number can be formed. The quantity $\hbar v$ is also an energy times a length, so that number may be taken as

$$\beta=\frac{g}{\hbar v}=\frac{mg}{\hbar^2k}.$$

For independent electrons the charge enters twice, once because each electron carries it and once because a voltage $V$ shifts energies by $eV$. The conductance is therefore proportional to $e^2$, and dimensions require

$$G=\frac{e^2}{h}\,F(\beta).$$

No coherence length appears in $F$. Nothing in the problem destroys phase, yet $G$ may depend on the impurity. Whether it does is decided by the function $F$.

## The belief and its appeal

The belief is this: if an electron keeps its phase from one end of a wire to the other, it has not been scattered; its motion is then ballistic, and a single-mode wire must show the conductance $2e^2/h$.

The reasoning is attractive because similar conditions favour both properties. A short, cold wire helps an electron to keep both its phase and its direction. A collision with a lattice vibration can spoil both at once. It is natural to conclude that one word would do for both.

The definitions differ, however. Transport is *coherent* if no process in the wire randomises the electron's phase. It is *ballistic* if no process in the wire reverses its momentum. The first condition compares the wire with the coherence length, the second with the mean free path for backscattering. A static impurity separates them.

## From transmission to conductance

Assume independent electrons, twofold spin degeneracy, a parabolic band, a small voltage, and contacts that absorb every electron reaching them. Energies $E$ are measured from the bottom of the open mode.

Per spin and unit length, an interval $dk$ contains $dk/2\pi$ states. They move with $v=\hbar^{-1}dE/dk$, so the rate at which they arrive is

$$v\,\frac{dk}{2\pi}=\frac{1}{\hbar}\frac{dE}{dk}\frac{dk}{2\pi}=\frac{dE}{h}.$$

The velocity has cancelled the density of states. A fraction $T(E)$ of the arriving electrons gets through, and it is the same from both sides. For a symmetric potential this is evident; in a single mode, current conservation ensures it for any static potential. The left contact fills its outgoing states with the Fermi function $f_L$, the right one with $f_R$. With two spins, the magnitude of the current is

$$I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .$$

If the chemical potentials differ by a small $eV$, then $f_L-f_R\approx eV(-\partial f/\partial E)$, and

$$G=\frac{I}{V}=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

At low temperature the derivative is a narrow peak of unit area at the Fermi energy, which leaves $G=(2e^2/h)\,T$. In Gaussian units $e^2/h$ is a velocity; the numbers below are given in microsiemens.

## What the impurity does

Integrate the Schrödinger equation

$$-\frac{\hbar^2}{2m}\psi''+g\,\delta(x)\psi=E\psi$$

across $x=0$. The term $E\psi$ contributes nothing over a vanishing interval, so

$$\psi'(0^+)-\psi'(0^-)=\frac{2mg}{\hbar^2}\psi(0),$$

while $\psi$ itself is continuous. For a wave arriving from the left, $\psi=e^{ikx}+re^{-ikx}$ on the left and $\psi=te^{ikx}$ on the right. Continuity gives $1+r=t$. The jump condition gives

$$ikt-ik(1-r)=\frac{2mg}{\hbar^2}t .$$

Since $1-r=2-t$, the left side is $2ik(t-1)$. Division by $2ik$ gives $t-1=-i\beta t$, hence

$$t=\frac{1}{1+i\beta},\qquad r=t-1=\frac{-i\beta}{1+i\beta},$$

$$T=|t|^2=\frac{1}{1+\beta^2},\qquad R=|r|^2=\frac{\beta^2}{1+\beta^2}=1-T .$$

The unknown function is thus $F=2/(1+\beta^2)$. For any finite energy and nonzero $g$, $T<1$.

The energy dependence follows from $k^2=2mE/\hbar^2$:

$$\beta^2=\frac{m^2g^2}{\hbar^4k^2}=\frac{mg^2}{2\hbar^2E}\equiv\frac{E_g}{E},\qquad T=\frac{E}{E+E_g}.$$

Fast electrons, with $E\gg E_g$, hardly notice the impurity. Slow ones, with $E\ll E_g$, are almost all reflected. Neither limit involves any loss of phase.

## A number

Take $m=0.03\,m_e$, a Fermi energy of 20 meV, and an impurity 40 meV high and 5 nm wide, so that $g=0.040\times5=0.200$ eV nm. With $\hbar^2/2m=1.270$ eV nm²,

$$k=\sqrt{\frac{0.020}{1.270}}=0.1255\ \text{nm}^{-1},\qquad \hbar v=2(1.270)(0.1255)\approx0.319\ \text{eV nm},$$

$$\beta=\frac{0.200}{0.3187}=0.6275,\qquad T=\frac{1}{1+0.6275^2}=0.7175 .$$

The conductance is $77.48\times0.7175=55.59$ µS instead of 77.48 µS. The energy at which half the electrons pass is $E_g=\beta^2E=0.394\times20\approx7.9$ meV.

The resistance separates because $1/T=(T+R)/T=1+R/T$:

$$\frac1G=\frac{h}{2e^2}+\frac{h}{2e^2}\frac{R}{T}=12.906+5.081\approx17.99\ \text{k}\Omega .$$

The first term remains when the impurity is removed; the second is the impurity's. This added resistance requires no energy loss at the impurity. A static potential conserves the electron's energy, so the power $IV$ is released in the contacts.

The link between transmission and conductance can be tested without assuming it. Take a chain of 601 sites with hopping energy $J$, and raise its central site by $\varepsilon$. Let $q$ be the phase advance per site, so that $E=2J(1-\cos q)$. At the central site

$$(2J-E+\varepsilon)\psi_0=J(\psi_1+\psi_{-1}),$$

where $\psi_0=t$, $\psi_1=te^{iq}$ and $\psi_{-1}=e^{-iq}+(t-1)e^{iq}=te^{iq}-2i\sin q$. Substitution gives $t(\varepsilon-2iJ\sin q)=-2iJ\sin q$. Since $4J^2\sin^2q=E(4J-E)$,

$$T(E)=\left[1+\frac{\varepsilon^2}{E(4J-E)}\right]^{-1}.$$

The chain was prepared with a bias step of $0.2J$ at chemical potential $J$ and $k_BT_e=0.03J$, where $T_e$ is the temperature. The step was removed and the current followed in time, averaged from $100\,\hbar/J$ to $280\,\hbar/J$. Per spin and in units of $e^2/h$, the conductance was 1.0000 for $\varepsilon=0$. For $\varepsilon=1.1J$ it was 0.7117, and the transmission integral also gives 0.7117. The test allowed a difference of 0.01.

## Has the phase survived?

So far the impurity has been shown to reflect. That it preserves coherence follows from its being static: it adds a fixed potential to the electron's Hamiltonian, so both outgoing waves have definite amplitudes, $t$ and $r$. An impurity that could change its own internal state would be different. If two paths left it in states $|a\rangle$ and $|b\rangle$, their interference term would be multiplied by the overlap $\langle a|b\rangle$, which vanishes for orthogonal states.

Interference makes the surviving phase visible. Place a second, equal impurity at distance $d$. An electron can pass both directly, or after $n$ round trips between them. Each round trip contributes two reflections and the phase $2kd$:

$$t_2=t^2e^{ikd}\sum_{n=0}^{\infty}\left(r^2e^{2ikd}\right)^n=\frac{t^2e^{ikd}}{1-r^2e^{2ikd}} .$$

The series converges because $|r|^2<1$. Write $r^2=Re^{2i\arg r}$ and $\theta=2kd+2\arg r$. Then

$$T_2=\frac{T^2}{|1-Re^{i\theta}|^2}=\frac{T^2}{1+R^2-2R\cos\theta}.$$

For $\theta=\pi$ this is $[T/(1+R)]^2$, the minimum. For $\theta=0$ it is $T^2/(1-R)^2=1$, the maximum.

If instead all phase memory is lost between the impurities, probabilities are added:

$$T_{\rm inc}=T^2\sum_{n=0}^{\infty}R^{2n}=\frac{T^2}{1-R^2}=\frac{T^2}{(1-R)(1+R)}=\frac{T}{1+R}.$$

This does not depend on $d$. It also equals the average of $T_2$ over $\theta$. Indeed,

$$\frac{1}{|1-Re^{i\theta}|^2}=\sum_{n,n'}R^{n+n'}e^{i(n-n')\theta},$$

and averaging removes every term with $n\ne n'$. The removed terms are the interference between paths with different numbers of round trips.

For the example, at fixed Fermi energy,

$$T_{\rm inc}=\frac{0.7175}{1.2825}=0.5595,\qquad T_{2,\min}=0.5595^2=0.3130 .$$

The fringes repeat when $d$ grows by $\pi/k=25.03$ nm. There is a dip at $d=104.60$ nm, with $G=24.25$ µS, and a peak at 117.12 nm, with $G=77.48$ µS. Without phase memory $G$ would be 43.35 µS at both distances.

The Schrödinger equation was also solved on a lattice of spacing 0.5 nm for 25 distances from 100 to 124 nm. The transmission ranged from 0.3133 to 0.9996 with mean 0.5594. Every point passed the test of agreeing with the formula for $T_2$ within 0.01.

The resistances show the same contrast. Without phase memory the impurity part is

$$\frac{1-T_{\rm inc}}{T_{\rm inc}}=\frac{1+R-T}{T}=\frac{2R}{T}$$

in units of $h/2e^2$, twice that of one impurity, or 10.16 kΩ. With coherence it is zero at the peak and $12.906\times0.6870/0.3130\approx28.3$ kΩ at the dip. Ohmic addition of the two impurity resistances at every distance belongs to the incoherent case; with coherence the value $2R/T$ is met only where $\cos\theta=R$, here at $d=112.0$ and 122.2 nm.

## The inference fails in other directions too

The peak shows that $G=2e^2/h$ does not prove ballistic motion. Each impurity alone reflects 28% of the electrons, and electrons travel back and forth between the two, but the waves reflected out of the pair cancel. This perfect cancellation needs impurities that reflect equally. For reflection probabilities $R_1$ and $R_2$ the largest transmission is

$$\frac{(1-R_1)(1-R_2)}{(1-\sqrt{R_1R_2})^2},$$

which is below 1 when $R_1\ne R_2$, because the denominator exceeds the numerator by $(\sqrt{R_1}-\sqrt{R_2})^2$.

Conversely, ballistic motion does not require coherence. Suppose a fluctuating environment multiplies the transmitted wave by a random phase $e^{i\phi}$ but reflects nothing. There is one path, $|e^{i\phi}|^2=1$, and the conductance remains $2e^2/h$.

Missing fringes, in turn, do not prove that phase was lost. Electrons of different energy have different $\theta$. Since $dk/dE=1/\hbar v$, the leading change over one thermal energy is

$$\delta\theta\approx\frac{2d\,k_BT_e}{\hbar v}.$$

At $d=117.12$ nm this is 0.25 rad at 4 K, where $k_BT_e=0.345$ meV, and 1.9 rad at 30 K, where it is 2.585 meV. The thermal integral gives $G/(2e^2/h)=0.914$ at the peak distance and 0.323 at the dip distance at 4 K. At 30 K the values are 0.560 and 0.537. The fringes have nearly gone, although every electron in this calculation is still fully coherent. One impurity is far less sensitive: its value is 0.717 at 4 K and 0.708 at 30 K.

## The model beside a real wire

The parameters lie in the rough regime of a thin InAs nanowire with a mode spacing of 60 meV. A single isolated impurity is an idealisation, and two identical ones still more so. The following estimates change one feature at a time and are to be compared with $T=0.7175$.

- **Finite width.** A square barrier of 40 meV and 5 nm gives 0.691.
- **Nonparabolic band.** With a rough gap of 0.4 eV, the lower velocity alone would give 0.688. In a two-band model, however, the states at $k$ and $-k$ also overlap less, which weakens the reflection. For a thin barrier that shifts both bands equally, as an electrostatic potential does, $T$ rises to about 0.73; if it shifts the conduction band alone, $T$ is about 0.71.
- **Spin-orbit coupling.** In one mode, a term linear in $k$ with coefficient $\alpha$ completes a square and lowers the bottom of the mode by $m\alpha^2/2\hbar^2$, which is 0.08 meV for a rough 20 meV nm. If the Fermi energy above the new bottom is still 20 meV, $T$ is unchanged; if the chemical potential stays fixed while the bottom moves, $T=0.718$.
- **Closed modes.** An impurity with a Gaussian profile across the wire (standard deviation 3 nm, centred 5 nm off the axis), still a delta function along it and with the same $g$ in the open mode, gives 0.810 for harmonic confinement in one transverse direction. With the same Gaussian width along the wire as well, the value is 0.800. With equal harmonic confinement in both transverse directions and the delta function along the wire, it is 0.838.
- **Electron repulsion.** At zero temperature, the mean field that a gate-screened Coulomb force produces from the impurity's disturbance of the electrons, acting over 200 nm, gives 0.603, and 0.660 at half strength. The reduction comes from exchange; the electrostatic (Hartree) field of the disturbed density, taken alone, would raise $T$ to 0.802. The exchange contribution keeps growing with the length, so the result depends on it: at full strength 400 nm gives 0.571 and 800 nm gives 0.540. Temperature cuts this growth off: at 4 K the values for 200, 400 and 800 nm are about 0.61, 0.58 and 0.57. All these numbers leave out the exchange energy of the undisturbed wire, which is of the same order and raises the velocity by 13% at full strength. With it, at fixed Fermi wave number, the 200 nm values become about 0.68 and, at half strength, 0.70.

The rise caused by closed modes can be understood from the lowest of them, which alone gives 0.793. Let $\psi_0$ and $\psi_1$ now be the amplitudes of the open and the closed mode at the impurity, $\kappa$ the decay constant of the closed mode, $V_{11}$ its own impurity strength and $V_{01}$ its coupling to the open mode. Its jump condition is $(V_{11}+\hbar^2\kappa/m)\psi_1=-V_{01}\psi_0$. Inserting $\psi_1$ into the equation for the open mode replaces $g$ by

$$g_{\rm eff}=g-\frac{V_{01}^2}{V_{11}+\hbar^2\kappa/m}.$$

For a repulsive impurity the denominator is positive, so the barrier is weakened.

At full strength repulsion is the largest downward correction, though at 200 nm only narrowly (0.68 against 0.69) once the exchange of the undisturbed wire is included. The estimate uses a dielectric constant of 15 and a gate 15 nm from the axis, which is very close. The interaction is softened at short range over the transverse mode length, 6.5 nm; 4 or 10 nm instead moves 0.603 to about 0.615. It takes one Hartree–Fock step from the change that the impurity causes in the electron distribution, without iterating to self-consistency. It shows that the effect is not negligible; it is not a theory of the interacting wire. A more distant gate screens less; without the exchange of the undisturbed wire, the value 0.603 falls to about 0.55 for a gate at 30 nm and a length of 200 nm.

All these values stay below 1, so within these estimates the conclusion holds while the number changes. Closed modes raise it to between 0.80 and 0.84, depending on the confinement and the shape of the impurity; how far repulsion lowers it depends on the interacting length and the gate. At 300 K, $k_BT_e=25.85$ meV exceeds the Fermi energy, and the low-temperature formula no longer applies.

A measured conductance below $2e^2/h$ in a single-mode wire is thus no evidence of phase loss by itself. In this model, the value of $T$ tells how many electrons return; a dependence on the phase $\theta$ shows that their paths still interfere, though its absence after thermal averaging does not show that phase was lost. The numerical output lists most of the values used here.

## Numbers as computed

```
effective mass: 0.030 m_e
Fermi energy above mode bottom: 20.0 meV
mode spacing: 60.0 meV
impurity strength g: 0.200 eV nm
hbar^2/2m: 1.2700 eV nm^2
Fermi wave number: 0.1255 1/nm
hbar v: 0.3187 eV nm
beta: 0.6275
T, one impurity: 0.7175
R, one impurity: 0.2825
T, one impurity, lattice: 0.7173
phase of t, formula: -0.5604 rad
phase of t, lattice: -0.5606 rad
2e^2/h: 77.48 uS
G, one impurity: 55.59 uS
contact resistance h/2e^2: 12.906 kohm
impurity resistance: 5.081 kohm
total resistance: 17.988 kohm
chain G/(2e^2/h), clean, time evolution: 1.0000
chain G/(2e^2/h), impurity, time evolution: 0.7117
chain G/(2e^2/h), impurity, formula: 0.7117
fringe period in d: 25.03 nm
d at transmission peak: 117.12 nm
d at transmission dip: 104.60 nm
T2 peak, formula: 1.0000
T2 dip, formula: 0.3130
T2 largest in lattice scan: 0.9996
T2 smallest in lattice scan: 0.3133
T2 mean of lattice scan: 0.5594
T2 without phase memory: 0.5595
G, two impurities, peak: 77.48 uS
G, two impurities, dip: 24.25 uS
G, two impurities, no phase memory: 43.35 uS
kT at 4 K: 0.345 meV
kT at 30 K: 2.585 meV
kT at 300 K: 25.85 meV
G/(2e^2/h), one impurity, 4 K: 0.7174
G/(2e^2/h), two, peak d, 4 K: 0.9143
G/(2e^2/h), two, dip d, 4 K: 0.3233
G/(2e^2/h), two, peak d, 30 K: 0.5599
G/(2e^2/h), two, dip d, 30 K: 0.5367
T, square barrier 40 meV x 5 nm: 0.6906
T, off-axis impurity with closed modes: 0.8104
rough band gap used: 0.40 eV
T, nonparabolic band: 0.6879
rough spin-orbit coefficient used: 20.0 meV nm
spin-orbit energy shift: 0.0787 meV
T, with spin-orbit shift: 0.7183
rough dielectric constant used: 15.0
gate distance from axis: 15.0 nm
transverse mode length: 6.51 nm
length of interacting region: 200.0 nm
T, half-strength repulsion: 0.6602
T, full-strength repulsion: 0.6033
```
